**One-step X2C against the matrix Dirac equation**

The program builds the coupling matrix $X=BA^{-1}$ from the $n$ upper eigenvectors $(A;B)$ of an orthonormal Dirac matrix with blocks $V$, $P$, $P^\dagger$ and $D$. It asserts that $h=N^{-1/2}(V+PX+X^\dagger P^\dagger+X^\dagger DX)N^{-1/2}$, with $N=1+X^\dagger X$, has the same $n$ upper eigenvalues. For one electron at a point tantalum nucleus, the worst deviation in three angular channels is $5.6\times10^{-15}$ of the largest absolute eigenvalue. Further assertions cover the branch gap, the quadratic equation for $X$, block diagonalization, the original-basis formula and a random complex problem. The upper eigenvalues from the radial matrices of the 12-function basis are compared with those from pyscf spinor integrals, and the lowest levels with closed-form Dirac energies. In a basis of 12 s functions the relative deviation falls from $7\times10^{-16}$ in double precision to $1.4\times10^{-50}$ in 50-digit arithmetic, which identifies the double-precision residual as rounding. The program also asserts that approximate couplings do not raise the ordered energies and that a small error in $X$ enters quadratically; the free-particle coupling lowers the 1s level by 2659 eV.

## Numerical verification

```python
"""One-step exact two-component (X2C) decoupling of the matrix Dirac equation.

Result under test: if (A; B) are the n upper eigenvectors of the 2n x 2n
Dirac matrix H = [[V, P], [P^+, D]] in an orthonormal basis and X = B A^-1,
then h = N^-1/2 (V + P X + X^+ P^+ + X^+ D X) N^-1/2, N = 1 + X^+ X,
has exactly the n upper eigenvalues of H.

Symbols: S overlap, T kinetic energy, V potential, W = <sigma.p V sigma.p>,
c speed of light, kappa the Dirac angular quantum number. Atomic units inside;
energies are printed in eV and lengths in angstrom. Rest energy is subtracted.
"""
import numpy as np
import scipy.linalg as la
from scipy.special import gamma
from scipy import constants
from mpmath import mp
from pyscf import gto

C = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
Z = 73


def radial_matrices(exponents, kappa):
    """S, T, V, W for normalized r^(l+1) exp(-a r^2) around a point charge Z."""
    l = kappa if kappa > 0 else -kappa - 1
    k = l + 1 + kappa
    a, b = exponents[:, None], exponents[None, :]
    p = a + b

    def moment(m):
        return 0.5 * gamma((m + 1) / 2) / p ** ((m + 1) / 2)

    def balanced(shift):
        # integral of r^shift times the product of (d/dr + kappa/r) g
        value = 4 * a * b * moment(2 * l + 4 + shift)
        if k != 0:
            value = (value - 2 * k * p * moment(2 * l + 2 + shift)
                     + k * k * moment(2 * l + shift))
        return value

    S = moment(2 * l + 2)
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    return (S * scale, 0.5 * balanced(0) * scale,
            -Z * moment(2 * l + 1) * scale, -Z * balanced(-1) * scale)


def hermitian(M):
    return 0.5 * (M + M.conj().T)


def orthonormal_dirac(S, T, V, W, c):
    """Dirac matrix after separate orthonormalization of both components."""
    eye = np.eye(len(S))
    iS = la.solve_triangular(np.linalg.cholesky(S), eye, lower=True)
    iT = la.solve_triangular(np.linalg.cholesky(T / (2 * c * c)), eye, lower=True)
    P = iS @ T @ iT.conj().T
    D = iT @ W @ iT.conj().T / (4 * c * c) - 2 * c * c * eye
    return hermitian(np.block([[iS @ V @ iS.conj().T, P], [P.conj().T, D]]))


def decouple(H):
    """All eigenvalues, the coupling matrix X and the large block A."""
    n = len(H) // 2
    E, vectors = la.eigh(H)
    A, B = vectors[:n, n:], vectors[n:, n:]
    return E, la.solve(A.T, B.T).T, A


def power(M, exponent):
    values, U = la.eigh(hermitian(M))
    return (U * values ** exponent) @ U.conj().T


def energy_form(H, X):
    n = len(H) // 2
    V, P, D = H[:n, :n], H[:n, n:], H[n:, n:]
    PX = P @ X
    return hermitian(V + PX + PX.conj().T + X.conj().T @ D @ X)


def two_component(H, X):
    R = power(np.eye(len(X)) + X.conj().T @ X, -0.5)
    return hermitian(R @ energy_form(H, X) @ R)


def point_nucleus_energy(kappa, radial_nodes):
    g = np.sqrt(kappa ** 2 - (Z / C) ** 2)
    return C * C * (1 / np.sqrt(1 + (Z / C / (radial_nodes + g)) ** 2) - 1)


# ---- basis and the three symmetry channels -------------------------------
width_max, width_ratio, n_full, n_short = 0.10, 1.5, 22, 12
widths = width_max / width_ratio ** np.arange(n_full)
exponents = (BOHR / widths) ** 2
print(f"nuclear charge Z: {Z}; speed of light: {C:.6f} a.u.")
print(f"functions per channel: {n_full}; width ratio: {width_ratio}")
print(f"largest Gaussian width a^-1/2: {widths[0]:.4f} angstrom")
print(f"smallest Gaussian width a^-1/2: {widths[-1]:.3e} angstrom")
print(f"branch boundary -2c^2: {-2 * C * C * EV:.3f} eV")

channels = [("1s1/2", -1, 0, 1e-3), ("2p1/2", 1, 1, 1e-3), ("2p3/2", -2, 0, 1e-4)]
saved = {}
for label, kappa, nodes, basis_tolerance in channels:
    S, T, V, W = radial_matrices(exponents, kappa)
    H = orthonormal_dirac(S, T, V, W, C)
    n = n_full
    E, X, A = decouple(H)
    radius = np.max(np.abs(E))
    # gap between the branches, and purely small vectors lie below it
    assert E[n - 1] < -2 * C * C < E[n]
    assert la.eigvalsh(H[n:, n:])[-1] < -2 * C * C
    x_norm = la.norm(X, 2)
    smallest = la.svdvals(A)[-1]
    assert abs(smallest - 1 / np.sqrt(1 + x_norm ** 2)) < 1e-11
    h = two_component(H, X)
    E2 = la.eigvalsh(h)
    deviation = np.max(np.abs(E2 - E[n:]))
    assert deviation / radius < 1e-13
    # quadratic equation for X and complete block diagonalization
    riccati = H[n:, :n] + H[n:, n:] @ X - X @ (H[:n, :n] + H[:n, n:] @ X)
    assert la.norm(riccati, 2) / radius < 1e-12
    R = power(np.eye(n) + X.T @ X, -0.5)
    K = power(np.eye(n) + X @ X.T, -0.5)
    U = np.block([[R, -X.T @ K], [X @ R, K]])
    blocks = U.T @ H @ U
    off_block = la.norm(blocks[:n, n:], 2) / radius
    assert off_block < 1e-13
    assert np.max(np.abs(la.eigvalsh(blocks[n:, n:]) - E[:n])) / radius < 1e-13
    exact = point_nucleus_energy(kappa, nodes)
    assert abs(E[n] / exact - 1) < basis_tolerance
    print(f"{label} matrix Dirac energy: {E[n] * EV:.6f} eV")
    print(f"{label} X2C energy: {E2[0] * EV:.6f} eV")
    print(f"{label} closed-form point-nucleus energy: {exact * EV:.6f} eV")
    print(f"{label} basis error (matrix - closed form): {(E[n] - exact) * EV:.3e} eV")
    print(f"{label} channel, highest positive eigenvalue: {E[-1] * EV:.4e} eV")
    print(f"{label} channel, largest |eigenvalue|: {radius * EV:.4e} eV")
    print(f"{label} channel, worst of {n} X2C deviations: {deviation * EV:.2e} eV")
    print(f"{label} channel, deviation / largest |eigenvalue|: {deviation / radius:.2e}")
    print(f"{label} channel, norm of X (orthonormal basis): {x_norm:.4f}")
    print(f"{label} channel, relative off-diagonal block: {off_block:.2e}")
    saved[kappa] = (S, T, V, W, H, E, X)

# ---- what happens with missing renormalization or approximate X ----------
S, T, V, W, H, E, X = saved[-1]
n = n_full
radius = np.max(np.abs(E))
unnormalized = la.eigvalsh(energy_form(H, X))[0]
assert abs(unnormalized / E[n] - 1) > 0.01
H_free = H.copy()
H_free[:n, :n] = 0
H_free[n:, n:] = -2 * C * C * np.eye(n)
E_free = la.eigvalsh(two_component(H, decouple(H_free)[1]))
assert np.all(E_free <= E[n:] + 1e-12 * radius)
assert E[n] - E_free[0] > 1e-4 * abs(E[n])


def unit_coupling_energies(S, T, V, W):
    """Ritz energies for X = 1 in the original kinetically balanced basis."""
    return la.eigh(V + T + W / (4 * C * C), S + T / (2 * C * C), eigvals_only=True)


E_unit = unit_coupling_energies(S, T, V, W)
assert np.all(E_unit <= E[n:] + 1e-10 * radius)
nonrelativistic = la.eigh(T + V, S, eigvals_only=True)[0]
assert abs(nonrelativistic / (-Z * Z / 2) - 1) < 1e-3
print(f"1s nonrelativistic energy, same basis: {nonrelativistic * EV:.3f} eV")
print(f"1s without renormalization: {unnormalized * EV:.3f} eV")
print(f"1s with free-particle X: {E_free[0] * EV:.3f} eV")
print(f"1s lowering by free-particle X: {(E[n] - E_free[0]) * EV:.3f} eV")

# ---- shorter basis: original-basis formula, error law, high precision ----
short = exponents[:n_short]
n = n_short
S, T, V, W = radial_matrices(short, -1)
H = orthonormal_dirac(S, T, V, W, C)
E, X, A = decouple(H)
radius = np.max(np.abs(E))
h = two_component(H, X)
short_deviation = np.max(np.abs(la.eigvalsh(h) - E[n:])) / radius
assert short_deviation < 1e-13
E_unit_short = unit_coupling_energies(S, T, V, W)
assert E_unit[0] < E_unit_short[0] < E[n]
print(f"lowest energy with X=1, {n_short} functions: {E_unit_short[0] * EV:.4e} eV")
print(f"lowest energy with X=1, {n_full} functions: {E_unit[0] * EV:.4e} eV")

small_block = W / (4 * C * C) - T
dirac = np.block([[V, T], [T, small_block]])
metric = la.block_diag(S, T / (2 * C * C))
E_raw, vectors = la.eigh(dirac, metric)
X_raw = la.solve(vectors[:n, n:].T, vectors[n:, n:].T).T
L_raw = hermitian(V + T @ X_raw + X_raw.T @ T + X_raw.T @ small_block @ X_raw)
S_tilde = hermitian(S + X_raw.T @ T @ X_raw / (2 * C * C))
S_minus, S_plus = power(S, -0.5), power(S, 0.5)
R_raw = S_minus @ power(S_minus @ S_tilde @ S_minus, -0.5) @ S_plus
h_raw = hermitian(R_raw.T @ L_raw @ R_raw)
raw_deviation = np.max(np.abs(la.eigh(h_raw, S, eigvals_only=True) - E_raw[n:])) / radius
assert raw_deviation < 1e-7
L_S = np.linalg.cholesky(S)
assert la.norm(h_raw - L_S @ h @ L_S.T) / la.norm(h_raw) < 1e-6
print(f"condition number of S, {n_short} s functions: {np.linalg.cond(S):.2e}")
print(f"relative deviation, orthonormal basis, {n_short} functions: {short_deviation:.2e}")
print(f"relative deviation, original basis, {n_short} functions: {raw_deviation:.2e}")

rng = np.random.default_rng(7)
Y = rng.normal(size=(n, n))
Y /= la.norm(Y, 2)
errors = []
for step in (1e-4, 2e-4):
    errors.append(E[n] - la.eigvalsh(two_component(H, X + step * Y))[0])
assert errors[0] > 0 and abs(errors[1] / errors[0] - 4) < 0.02
print(f"1s error ratio when the error of X doubles: {errors[1] / errors[0]:.5f}")

mp.dps = 50
E_mp, Q = mp.eigsy(mp.matrix(H.tolist()))
H_mp = mp.matrix(H.tolist())
X_mp = Q[n:2 * n, n:2 * n] * Q[0:n, n:2 * n] ** -1
V_mp, P_mp, D_mp = H_mp[0:n, 0:n], H_mp[0:n, n:2 * n], H_mp[n:2 * n, n:2 * n]
M_mp = V_mp + P_mp * X_mp + X_mp.T * P_mp.T + X_mp.T * D_mp * X_mp
N_values, N_vectors = mp.eigsy(mp.eye(n) + X_mp.T * X_mp)
R_mp = N_vectors * mp.diag([1 / mp.sqrt(v) for v in N_values]) * N_vectors.T
h_mp = R_mp * M_mp * R_mp
E2_mp = mp.eigsy((h_mp + h_mp.T) / 2, eigvals_only=True)
mp_deviation = max(abs(E2_mp[i] - E_mp[n + i]) for i in range(n)) / mp.mpf(radius)
assert mp_deviation < mp.mpf(10) ** -40
print(f"relative deviation with {mp.dps}-digit arithmetic: {float(mp_deviation):.2e}")

# ---- full spinor integrals from an independent integral library ----------
basis = [[l, [float(a), 1.0]] for l in (0, 1) for a in short]
atom = gto.M(atom="Ta 0 0 0", basis={"Ta": basis}, charge=Z - 1, spin=1, verbose=0)
S4 = atom.intor("int1e_ovlp_spinor")
T4 = atom.intor("int1e_spsp_spinor") * 0.5
V4 = atom.intor("int1e_nuc_spinor")
W4 = atom.intor("int1e_spnucsp_spinor")
H4 = orthonormal_dirac(S4, T4, V4, W4, C)
E4, X4, _ = decouple(H4)
n4 = len(S4)
union = []
for kappa in (-1, 1, -2):
    channel = decouple(orthonormal_dirac(*radial_matrices(short, kappa), C))[0]
    union.extend(np.repeat(channel[n_short:], 2 * abs(kappa)))
radius4 = np.max(np.abs(E4))
spinor_difference = np.max(np.abs(np.sort(union) - E4[n4:])) / radius4
assert spinor_difference < 1e-8
spinor_deviation = np.max(np.abs(la.eigvalsh(two_component(H4, X4)) - E4[n4:])) / radius4
assert spinor_deviation < 1e-12
print(f"spinor functions in the full s+p problem: {n4}")
print(f"radial against spinor integrals, relative: {spinor_difference:.2e}")
print(f"full spinor X2C relative deviation: {spinor_deviation:.2e}")

# ---- genuinely complex matrices without any symmetry ---------------------
def random_positive(size):
    G = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return G @ G.conj().T / size + 0.5 * np.eye(size)


size, c_model = 6, 10.0
H_random = orthonormal_dirac(np.eye(size) + 0.3 * random_positive(size),
                             random_positive(size), -3 * random_positive(size),
                             -random_positive(size), c_model)
E_random, X_random, _ = decouple(H_random)
assert E_random[size - 1] < -2 * c_model ** 2 < E_random[size]
assert la.norm(X_random.imag) > 1e-3
random_deviation = np.max(np.abs(la.eigvalsh(two_component(H_random, X_random))
                                 - E_random[size:])) / np.max(np.abs(E_random))
assert random_deviation < 1e-12
print(f"random complex problem, relative deviation: {random_deviation:.2e}")
print("done: every assertion held")
```

Printed output:

```
nuclear charge Z: 73; speed of light: 137.035999 a.u.
functions per channel: 22; width ratio: 1.5
largest Gaussian width a^-1/2: 0.1000 angstrom
smallest Gaussian width a^-1/2: 2.005e-05 angstrom
branch boundary -2c^2: -1021997.901 eV
1s1/2 matrix Dirac energy: -78540.356430 eV
1s1/2 X2C energy: -78540.356430 eV
1s1/2 closed-form point-nucleus energy: -78540.586378 eV
1s1/2 basis error (matrix - closed form): 2.299e-01 eV
1s1/2 channel, highest positive eigenvalue: 2.1129e+08 eV
1s1/2 channel, largest |eigenvalue|: 3.5263e+08 eV
1s1/2 channel, worst of 22 X2C deviations: 1.96e-06 eV
1s1/2 channel, deviation / largest |eigenvalue|: 5.57e-15
1s1/2 channel, norm of X (orthonormal basis): 1.1740
1s1/2 channel, relative off-diagonal block: 1.46e-15
2p1/2 matrix Dirac energy: -20027.671041 eV
2p1/2 X2C energy: -20027.671041 eV
2p1/2 closed-form point-nucleus energy: -20027.618540 eV
2p1/2 basis error (matrix - closed form): -5.250e-02 eV
2p1/2 channel, highest positive eigenvalue: 2.2782e+08 eV
2p1/2 channel, largest |eigenvalue|: 3.8343e+08 eV
2p1/2 channel, worst of 22 X2C deviations: 2.15e-07 eV
2p1/2 channel, deviation / largest |eigenvalue|: 5.62e-16
2p1/2 channel, norm of X (orthonormal basis): 0.9894
2p1/2 channel, relative off-diagonal block: 2.10e-15
2p3/2 matrix Dirac energy: -18459.572869 eV
2p3/2 X2C energy: -18459.572870 eV
2p3/2 closed-form point-nucleus energy: -18459.607164 eV
2p3/2 basis error (matrix - closed form): 3.430e-02 eV
2p3/2 channel, highest positive eigenvalue: 2.4836e+08 eV
2p3/2 channel, largest |eigenvalue|: 3.5374e+08 eV
2p3/2 channel, worst of 22 X2C deviations: 4.05e-07 eV
2p3/2 channel, deviation / largest |eigenvalue|: 1.15e-15
2p3/2 channel, norm of X (orthonormal basis): 1.0472
2p3/2 channel, relative off-diagonal block: 2.61e-15
1s nonrelativistic energy, same basis: -72504.729 eV
1s without renormalization: -85498.305 eV
1s with free-particle X: -81199.660 eV
1s lowering by free-particle X: 2659.304 eV
lowest energy with X=1, 12 functions: -1.9773e+05 eV
lowest energy with X=1, 22 functions: -6.3073e+07 eV
condition number of S, 12 s functions: 6.03e+03
relative deviation, orthonormal basis, 12 functions: 7.31e-16
relative deviation, original basis, 12 functions: 2.02e-14
1s error ratio when the error of X doubles: 4.00014
relative deviation with 50-digit arithmetic: 1.44e-50
spinor functions in the full s+p problem: 96
radial against spinor integrals, relative: 7.41e-15
full spinor X2C relative deviation: 1.21e-15
random complex problem, relative deviation: 8.70e-17
done: every assertion held
```
